# Effective masses and the radial equation of a pseudo-Hamiltonian

**Q.** The pseudo-Hamiltonian of Bachelet, Ceperley and Chiocchetti removes the core without angular-momentum projectors. I am told that $a(r)$ is its radial mass and that $b(r)L^2$ handles the angles. Is that the right reading?

**A.** Only loosely. In Hartree atomic units, for one electron, with $\mathbf L=-i\,\mathbf r\times\nabla$ and a prime for $d/dr$,

$$h=-\tfrac12\nabla\cdot(1+a)\nabla+\frac{b\,L^2}{2r^2}+v .$$

The functions $a(r)$ and $b(r)$ are dimensionless, bounded, twice continuously differentiable, and vanish outside the core. A term written $B(r)L^2$ has $B=b/(2r^2)$. I assume $v\ge -Z/r-c$ with constants $Z,c\ge0$.

Take the expectation value in a smooth $\psi$ that vanishes at infinity. Integration by parts turns the first term into $\tfrac12\int(1+a)|\nabla\psi|^2$. Any vector obeys $|\mathbf w|^2=|\hat{\mathbf r}\cdot\mathbf w|^2+|\hat{\mathbf r}\times\mathbf w|^2$, and $\hat{\mathbf r}\times\nabla\psi=i\mathbf L\psi/r$, so $|\nabla\psi|^2=|\partial_r\psi|^2+|\mathbf L\psi|^2/r^2$. In the second term, $\mathbf L$ is Hermitian and passes through functions of $r$, because $\mathbf r\times\nabla f(r)=f'\,\mathbf r\times\hat{\mathbf r}=0$; it gives $\int b\,|\mathbf L\psi|^2/(2r^2)$. With

$$p=1+a,\qquad t=1+a+b,$$

the kinetic energy is

$$T[\psi]=\tfrac12\int\Big[p\,|\partial_r\psi|^2+t\,\frac{|\mathbf L\psi|^2}{r^2}\Big]d^3r=\tfrac12\int\nabla\psi^*\cdot A\,\nabla\psi\;d^3r,$$

$$A=p\,\hat{\mathbf r}\hat{\mathbf r}+t\,(\mathbb 1-\hat{\mathbf r}\hat{\mathbf r}),$$

since $|\mathbf L\psi|^2/r^2$ is the squared tangential part of the gradient. Hermitian operators with the same quadratic form are equal, so the kinetic operator is $-\tfrac12\nabla\cdot A\nabla$. The matrix $A$ stands where $1/m$ stands for a free particle. Its eigenvalues are $p,t,t$, so the masses are $m_{\rm rad}=1/p$ and $m_{\rm tan}=1/t$. Thus $a$ shifts the inverse mass, in all three directions, and $b$ shifts only the two tangential ones.

**Q.** Then I would guess the radial equation by putting $p$ inside the second derivative and $t$ in the centrifugal term. Is anything missing?

**A.** One term. All coefficients are spherical, so $h$ commutes with $\mathbf L$ and $\psi=R(r)Y_{lm}$. With $\int|Y|^2d\Omega=1$ and $\int|\mathbf LY|^2d\Omega=l(l+1)$ the energy is

$$Q_l=\int_0^\infty\Big[\tfrac12pR'^2+\Big(\frac{t\,l(l+1)}{2r^2}+v\Big)R^2\Big]r^2dr .$$

Making it stationary at fixed $\int R^2r^2dr$ gives

$$-\frac1{2r^2}\big(r^2pR'\big)'+\Big[\frac{t\,l(l+1)}{2r^2}+v\Big]R=\varepsilon R .$$

Put $R=u/r$, so that $R'=u'/r-u/r^2$ and $r^2pR'=r\,pu'-pu$. Its derivative is $r(pu')'+pu'-a'u-pu'=r(pu')'-a'u$, where $p'=a'$. Multiplying the equation by $r$, the first term becomes $-\tfrac1{2r}[r(pu')'-a'u]$, and

$$-\tfrac12\,(p\,u')'+\Big[\frac{a'}{2r}+\frac{t\,l(l+1)}{2r^2}+v\Big]u=\varepsilon u,\qquad u(0)=0 .$$

Your guess lacks $a'/(2r)$.

**Q.** I distrust the sign of a term that comes out of a cancellation. And does it matter?

**A.** The form gives it a second way. We have $r^2R'^2=(u'-u/r)^2=u'^2-(u^2)'/r+u^2/r^2$. Integrating the middle term by parts, $-\int(p/r)(u^2)'dr=\int(a'/r-p/r^2)u^2dr$; the boundary term $pu^2/r$ vanishes at $r=0$ when $u$ falls faster than $r^{1/2}$. The $p/r^2$ pieces cancel, and $\tfrac12\int pR'^2r^2dr=\int[\tfrac12pu'^2+a'u^2/(2r)]dr$, with the same sign.

For its size, take the model $a=-0.5e^{-r^2}$, $b=-0.8r^2e^{-r^2}$, $v=-2/r$. The levels quoted in this exchange come from minimizing $Q_l$ in 140 Legendre-polynomial functions of a mapped coordinate on $0<r<30$ bohr, unless another method is named. The lowest $s$ level is $-3.4067$ Ha. Chebyshev collocation of the $u$ equation with $a'/(2r)$ deleted gives $-3.8221$ Ha.

**Q.** Can this be brought to ordinary Schrödinger form?

**A.** Where $p>0$. Define $dx=dr/\sqrt p$, $\sigma=p^{1/4}$ and $u=w/\sigma$; then $u^2dr=w^2dx$ and $d/dr=\sigma^{-2}d/dx$. Hence $pu'=\sigma^2(w/\sigma)_x=\sigma w_x-\sigma_xw$, and $(pu')'=\sigma^{-2}(\sigma w_{xx}-\sigma_{xx}w)$, the cross terms $\sigma_xw_x$ cancelling. Multiplying the radial equation by $\sigma$ turns the kinetic term into $-\tfrac12w_{xx}+\sigma_{xx}w/(2\sigma)$. From $\sigma_x=p^{1/2}\cdot\tfrac14p^{-3/4}a'=\tfrac14p^{-1/4}a'$ follows $\sigma_{xx}=p^{1/2}\big[\tfrac14p^{-1/4}a''-\tfrac1{16}p^{-5/4}a'^2\big]$, and dividing by $2\sigma$,

$$-\tfrac12w_{xx}+\Big[\frac{a''}8-\frac{a'^2}{32p}+\frac{a'}{2r}+\frac{t\,l(l+1)}{2r^2}+v\Big]w=\varepsilon w .$$

The map needs a real $\sqrt p$, and the added potential diverges where $p\to0$ with $a'\neq0$.

**Q.** Does $u$ still start as $r^{l+1}$?

**A.** Assume $p(0)>0$. Then yes for $l=0$, and for $l\ge1$ only if $b(0)=0$. For $u\sim r^s$ the terms of order $r^{s-2}$ must balance, and $a'/(2r)$ and $Z/r$ are weaker, so

$$s(s-1)=l(l+1)\,\frac{t(0)}{p(0)},\qquad s=\tfrac12+\sqrt{\tfrac14+l(l+1)\,t(0)/p(0)} .$$

Since $A=t\,\mathbb 1-b\,\hat{\mathbf r}\hat{\mathbf r}$ and $\hat{\mathbf r}$ has no limit at the origin, $A$ is continuous there only for $b(0)=0$, and then $s=l+1$.

Constant $a$ and $b$, which drop the requirement of vanishing outside a core, with $v=-Z/r$ can be solved exactly. Dividing by $p$ gives $u''=[s(s-1)/r^2-2Z'/r+\kappa^2]u$ with $Z'=Z/p$ and $\kappa^2=-2\varepsilon/p$. Insert $u=e^{-\kappa r}\sum_kc_kr^{s+k}$. The power $r^{s+k-1}$ requires $[(s+k+1)(s+k)-s(s-1)]c_{k+1}=2[\kappa(s+k)-Z']c_k$, and the left bracket equals $(k+1)(k+2s)$. A series that does not stop grows like $e^{2\kappa r}$, so $\kappa=Z'/(n_r+s)$ for an integer $n_r\ge0$, and

$$\varepsilon=-\frac{Z^2}{2p\,(n_r+s)^2}.$$

For $Z=2$, $a=-0.3$, $b=0.5$, $l=1$: $s(s-1)=2(1.2)/0.7$, $s=2.41796$, and $\varepsilon=-4/(1.4\times2.41796^2)=-0.48869$ Ha. Changing $b$ to $-0.4$ gives $s=1.55221$ and $-1.18586$ Ha. At $a=b=0$ the hydrogenic levels return.

**Q.** Now the conditions. What does positivity of $p$ and $t$ buy?

**A.** Suppose $p,t\ge\mu>0$ everywhere. Then $T\ge\tfrac\mu2\int|\nabla\psi|^2$. For normalized $\psi$ and any $\kappa$,

$$0\le\int|\nabla\psi+\kappa\hat{\mathbf r}\psi|^2=\int|\nabla\psi|^2+\kappa\int\hat{\mathbf r}\cdot\nabla|\psi|^2+\kappa^2=\int|\nabla\psi|^2-2\kappa\int\frac{|\psi|^2}r+\kappa^2,$$

by parts with $\nabla\cdot\hat{\mathbf r}=2/r$. Multiply by $\mu/2$ and choose $\kappa=Z/\mu$:

$$\langle h\rangle\ge-\frac{Z^2}{2\mu}-c .$$

In the model above $\mu=0.4502$, the bound is $-4.44$ Ha, and the ground level $-3.4067$ Ha lies above it.

The levels are also ordered. For one and the same $u$, $Q_{l+1}-Q_l=(l+1)\int t\,u^2r^{-2}dr>0$, because $(l+1)(l+2)-l(l+1)=2(l+1)$. Use the first $n_r+1$ bound states of channel $l+1$ as a trial space in channel $l$. On the normalized functions of this finite space the difference has a positive minimum, and the min–max principle gives $\varepsilon_{n_r,l}\le\max Q_l<\max Q_{l+1}=\varepsilon_{n_r,l+1}$. A positive pseudo-Hamiltonian therefore cannot place its lowest $d$ level below its lowest $p$ or $s$ level. The model gives $-3.4067,\,-0.7471,\,-0.2371,\,-0.1252$ Ha for $l=0$ to $3$.

**Q.** That is sufficiency. Perhaps a small region of negative $p$ is harmless if $v$ is repulsive there.

**A.** No bounded $v$ helps. Let $p<0$ on an interval away from the origin, let $\beta(r)$ be a smooth bump inside it, and try $u=\beta\sin kr$. Collect the bracket of the radial equation into $W(r)$, bounded on the interval, so $Q_l=\int[\tfrac12pu'^2+Wu^2]dr$ with $u'=k\beta\cos kr+\beta'\sin kr$. The leading piece is $\tfrac12k^2\int p\beta^2\cos^2kr=\tfrac14k^2\int p\beta^2+\tfrac14k^2\int p\beta^2\cos2kr$. Two integrations by parts bring $k^{-2}$ to the last integral, which is thus $O(1)$. The cross term $\tfrac12k\int p\beta\beta'\sin2kr$ is $O(1)$ after one. The norm tends to $\tfrac12\int\beta^2$, with a correction of order $k^{-2}$. So the trial energy is

$$\tfrac12k^2\langle p\rangle+O(1),\qquad\langle p\rangle=\int p\beta^2dr\Big/\int\beta^2dr<0 .$$

It bounds the ground energy from above for every $k$, so every channel is unbounded below. For $p=1-1.5e^{-4(r-1)^2}$, $v=0$, $l=0$ and $\beta=\cos^2[\pi(r-1)/0.6]$ on $0.7<r<1.3$ bohr, Gauss quadrature gives $\langle p\rangle=-0.45836$. The trial energies at $k=50$ and $200$ bohr$^{-1}$ are $-579.5$ and $-9173.7$ Ha against leading terms $-572.9$ and $-9167.1$ Ha, a remainder of $-6.6$ Ha at both.

**Q.** With $p>0$ and $t<0$ in a shell, each radial equation is a regular problem with a bounded well. Where is the failure?

**A.** In the passage to large $l$. Let $g=t/(2r^2)$ and take a fixed normalized bump $u$ inside the shell. Then $Q_l=\text{const}+l(l+1)\int gu^2dr$ with a negative integral, so the lowest level $\varepsilon_l\to-\infty$. Each channel has a floor when $g$ is bounded below, but $h$ acts on all channels and has none.

The rate follows from the minimum of $g$ at $r_0$, assumed single with $g''>0$. With $\xi=r-r_0$ the leading operator is $-\tfrac12p(r_0)\partial_\xi^2+l(l+1)[g(r_0)+\tfrac12g''\xi^2]$, an oscillator of mass $1/p(r_0)$ and stiffness $l(l+1)g''$. Its frequency is $\omega=\sqrt{p(r_0)g''l(l+1)}\sim l$, and $\xi^2\sim1/l$. The quartic term $l^2\xi^4$ and $v$ are $O(1)$. The cubic term $l^2\xi^3$ and the variation $a'\xi\,\partial_\xi^2$ are of size $l^{1/2}$ but odd, so they first enter at second order, $(l^{1/2})^2/\omega=O(1)$. Hence

$$\varepsilon_l=l(l+1)\,g(r_0)+\tfrac12\omega+O(1).$$

If instead $t(0)<0$, the exponent $s$ is complex once $l(l+1)|t(0)|/p(0)>\tfrac14$. The solution then has infinitely many nodes near the origin at any energy, and that single channel has no lowest level.

**Q.** Your arguments exclude negative values. Do they exclude zero?

**A.** Not for the lower bound. If $v\ge-c$, then $p,t\ge0$ gives $T\ge0$ and $\langle h\rangle\ge-c$. Strict positivity is what makes the masses finite and the Liouville map defined, and the particular bound $-Z^2/(2\mu)-c$ needs $\mu>0$ everywhere. A Coulomb $v$ still has some finite floor if $p,t\ge\mu>0$ only inside a ball $r<r_1$ around the nucleus and $p,t\ge0$ outside it. Outside the ball $v\ge-Z/r_1-c$, and inside it the kinetic term controls $Z/r$. In diffusion Monte Carlo a non-negative kernel requires $A\ge0$, and strict positivity is what gives the step a probability density.

There one samples $e^{-\tau h}$ with $h=-K+v$ and $K=\tfrac12\nabla\cdot A\nabla=\tfrac12A_{ij}\partial_i\partial_j+\tfrac12(\partial_iA_{ij})\partial_j$. If $G(\mathbf x',\mathbf x;\tau)$ is the kernel, then $\int G\,f(\mathbf x')d^3x'=f+\tau(Kf-vf)+o(\tau)$ at $\mathbf x$. Choose $f=[\mathbf n\cdot(\mathbf x'-\mathbf x)]^2$, cut off smoothly far away. It vanishes with its gradient at $\mathbf x$ and has $\partial_i\partial_jf=2n_in_j$, so the integral is $\tau\,\mathbf n\cdot A\mathbf n+o(\tau)$. A non-negative kernel makes the integral non-negative, which forces $A\ge0$. Choosing $f=x'_j-x_j$ gives the mean displacement $\tfrac\tau2\partial_iA_{ij}$. From $A=t\,\mathbb 1-b\,\hat{\mathbf r}\hat{\mathbf r}$, with $\nabla\cdot(\hat{\mathbf r}\hat{\mathbf r})=(\nabla\cdot\hat{\mathbf r})\hat{\mathbf r}+\partial_r\hat{\mathbf r}=2\hat{\mathbf r}/r$,

$$\nabla\cdot A=\big[(a'+b')-b'-2b/r\big]\hat{\mathbf r}=(a'-2b/r)\,\hat{\mathbf r}.$$

To first order in $\tau$, and before importance sampling, a walker therefore moves as

$$\mathbf x'=\mathbf x+\tfrac\tau2\,(a'-2b/r)\,\hat{\mathbf r}+\sqrt\tau\,\big[\sqrt p\,\hat{\mathbf r}\hat{\mathbf r}+\sqrt t\,(\mathbb 1-\hat{\mathbf r}\hat{\mathbf r})\big]\boldsymbol\chi,$$

with $\boldsymbol\chi$ three standard normal numbers. The drift is bounded at the nucleus if $b=O(r)$. The density of this step is proportional to $(\det A)^{-1/2}\exp[-\boldsymbol\Delta\cdot A^{-1}\boldsymbol\Delta/2\tau]$, $\boldsymbol\Delta$ being the random part, and it is a normalizable density only if $A$ is positive definite, $p>0$ and $t>0$; a positive $\det A=pt^2$ alone does not exclude $t<0$. For many electrons the tensor is block diagonal with one $A$ per electron, so the conditions are unchanged; for several atoms this holds if the cores do not overlap.

**Q.** Real effective core potentials are semilocal, a potential $V_l(r)$ per channel. Do they translate into a positive tensor?

**A.** Not always. Set $a=0$ and compare with $-\tfrac12u''+[l(l+1)/(2r^2)+V_l]u=\varepsilon u$. The pseudo-Hamiltonian has $V_l=v+b\,l(l+1)/(2r^2)$. Matching $l=0$ gives $v=V_s$, and $l=1$ gives $b=r^2(V_p-V_s)$. All $s$ and $p$ levels are then exact, the $d$ channel is forced to $V_s+3(V_p-V_s)$, and positivity reads

$$t_0(r)=1+r^2(V_p-V_s)>0 .$$

Take the one-electron ion P$^{4+}$ with two neon-core potentials as stored in PySCF, $V_l=-5/r+U_{\rm loc}+U_l$, with $U_l=0$ for $l\ge2$, $r$ in bohr and energies in Ha. For BFD,

$U_{\rm loc}=5r^{-1}e^{-2.026228r^2}-14.943751e^{-2.748418r^2}+10.131141\,r\,e^{-9.959701r^2}$,

$U_s=23.624795e^{-2.604707r^2}$, $\;U_p=18.185472e^{-2.549579r^2}$.

For ccECP,

$U_{\rm loc}=5r^{-1}e^{-5.872694r^2}-17.011136e^{-4.692469r^2}+29.363469\,r\,e^{-9.891298r^2}$,

$U_s=15.259383e^{-12.091334r^2}+31.707918e^{-3.044535r^2}$,

$U_p=7.747190e^{-4.310884r^2}+13.932528e^{-2.426903r^2}$.

BFD passes: on a grid of step about $0.001$ bohr, $t_0$ has its minimum $0.285$ at $0.597$ bohr. The lowest levels for $l=0$ to $6$ rise as $-2.3768$, $-1.9650$, $-1.3201$, $-0.7834$, $-0.5001$, $-0.3472$, $-0.2551$ Ha. The price is the $d$ level, $-1.32014$ Ha against the semilocal $-1.44776$ Ha, higher by $0.1276$ Ha $=3.47$ eV (1 Ha $=27.2114$ eV). The sign is fixed in advance. The forced potential exceeds the true one by $U_s+3(U_p-U_s)=3U_p-2U_s$, which is positive everywhere since $3\times18.19>2\times23.62$ and $U_p$ has the smaller exponent. Matching $d$ instead of $p$ needs $3b/r^2=V_d-V_s$, and then $t=1+r^2(V_d-V_s)/3$ reaches $-0.112$.

ccECP fails: $t_0<0$ for $0.258<r<0.691$ bohr, with minimum $-0.352$ at $0.444$ bohr. The lowest levels are $-2.3630$, $-1.9564$, $-1.3074$, $-0.7787$, $-0.4999$, $-4.1437$, $-11.5623$ Ha. Nothing is visibly wrong in the bound levels through $l=4$, although that channel already holds a core-localized state at positive energy; at $l=5$ a level appears below $3s$. The minimum of $g$ is at $r_0=0.3592$ bohr, with $g=-1.11727$ Ha and $g''=104.92$ Ha/bohr$^2$ by finite difference. For $l=30$, $l(l+1)g=930\times(-1.11727)=-1039.06$ and $\omega/2=\tfrac12\sqrt{104.92\times930}=156.19$, while the level is $-877.60$ Ha, leaving $5.3$ Ha. For $l=60$ the numbers are $-4089.21$, $309.85$ and $-3773.71$ Ha, leaving $5.65$ Ha.

**Q.** Can $a$ repair ccECP without spoiling $3s$ and $3p$?

**A.** For any chosen $a$ with $p>0$ one can keep the nodeless orbitals $u_s,u_p>0$ and their energies. Write $\Lambda=u'/u$, so $(pu')'/(2u)=p\,u''/(2u)+\tfrac12a'\Lambda$. The semilocal equations give $u_s''/(2u_s)=V_s-\varepsilon_s$ and $u_p''/(2u_p)=V_p+r^{-2}-\varepsilon_p$. Solving the $l=0$ radial equation for $v$,

$$v=\varepsilon_s+p\,(V_s-\varepsilon_s)+\tfrac12a'\,(\Lambda_s-1/r).$$

The $l=1$ equation gives $t/r^2=\varepsilon_p-v-a'/(2r)+p(V_p+r^{-2}-\varepsilon_p)+\tfrac12a'\Lambda_p$. On inserting $v$ the $a'/(2r)$ terms cancel, and with $\Delta\varepsilon=\varepsilon_p-\varepsilon_s$ one has $t/r^2=\Delta\varepsilon+p(t_0/r^2-\Delta\varepsilon)+\tfrac12a'(\Lambda_p-\Lambda_s)$. Since $1-p=-a$,

$$t=p\,t_0-a\,r^2\Delta\varepsilon+\tfrac12a'r^2(\Lambda_p-\Lambda_s).$$

A negative $a$ shrinks a negative $t_0$ and, for $\Delta\varepsilon>0$, adds a positive term.

**Q.** That looks like free choice. Is anything about $a$ forced?

**A.** Its sign and reach. Let $J=u_p'u_s-u_s'u_p$. Then $(pJ)'=u_s(pu_p')'-u_p(pu_s')'$, the terms $pu_s'u_p'$ cancelling. The two radial equations share $a'/(2r)+v$, which drops out of the difference, and $J(0)=0$, so

$$p(r)\,J(r)=2\int_0^ru_su_p\Big(\frac t{r'^2}-\Delta\varepsilon\Big)dr' .$$

Put $N=\int_0^ru_su_p\,dr'>0$. Positive $t$ requires $\tfrac12pJ+\Delta\varepsilon N>0$. The same identity at $a=0$, with the same orbitals, says $I(r)\equiv\int_0^ru_su_p\,t_0\,r'^{-2}dr'=\tfrac12J+\Delta\varepsilon N$. Where $I<0$ and $\Delta\varepsilon>0$, $J$ is negative with $\tfrac12|J|>\Delta\varepsilon N$, and the requirement becomes $p<2\Delta\varepsilon N/|J|<1$. So $a<0$ wherever $I<0$. This is necessary, not sufficient. For ccECP, $\Delta\varepsilon=-1.95643+2.36302=0.40659$ Ha, and trapezoidal integration puts the last zero of $I$ at $0.837$ bohr, beyond the outer edge $0.691$ bohr of the negative shell.

**Q.** Show me a choice that works, and what it costs.

**A.** Take $a=-a_0e^{-(r/r_c)^4}$ and scan $a_0=0.5,0.6,0.7,0.8,0.85,0.9,0.95$ and $r_c=0.9$ to $1.6$ bohr in steps of $0.1$, both ascending, for the first pair with $t>0.02$ on $r\le4$ bohr. It is $a_0=0.95$, $r_c=1.0$ bohr; no smaller $a_0$ in the scan qualified. With $\Lambda_p-\Lambda_s$ from the numerical orbitals, at $r=0.4$ bohr $t_0=-0.3360$, $a=-0.9260$, $a'=0.2371$ bohr$^{-1}$ and $\Lambda_p-\Lambda_s=-0.1725$ bohr$^{-1}$, so

$$t=0.0740(-0.3360)+0.9260(0.16)(0.40659)+\tfrac12(0.2371)(0.16)(-0.1725)$$
$$=-0.0249+0.0602-0.0033=0.032 .$$

At $r=0.8$ bohr, $t_0=0.3049$, $a=-0.6307$, $a'=1.2917$ bohr$^{-1}$ and $\Lambda_p-\Lambda_s=-0.1716$ bohr$^{-1}$ give $0.1126+0.1641-0.0709=0.206$.

The minima are $p=0.050$ at the origin and $t=0.0275$ at $0.276$ bohr, which means largest masses $m_{\rm rad}=20$ and $m_{\rm tan}\approx36$ electron masses. The random step lengths $\sqrt{p\tau}$ and $\sqrt{t\tau}$ shrink accordingly in the core. The lowest levels for $l=0$ to $6$ are now $-2.3630$, $-1.9564$, $-1.3040$, $-0.7773$, $-0.4998$, $-0.3472$, $-0.2551$ Ha, rising with $l$, and the collapsed states at $l=5,6$ are gone.

The inversion fixes two states only. Relative to the semilocal ccECP levels, $4s$ moves from $-1.14158$ to $-1.15414$ Ha ($-0.34$ eV) and $4p$ from $-0.99625$ to $-1.00293$ Ha ($-0.18$ eV), whereas both were exact at $a=0$. The $3d$ level is $-1.30402$ Ha against $-1.43469$ Ha, an error of $+3.56$ eV, close to the $+3.46$ eV of the ccECP $a=0$ mapping. This $a$ was selected for positivity alone, and whether another shape could also lower the $d$ level is not settled by this one-parameter-pair family.

All numerical values are calculated from the stated model.
